# Where the neighbour shells of ideal 3C and 2H silicon carbide first differ

## Problem

Silicon carbide crystallizes in many polytypes. In each of them every Si atom is bonded to four C atoms and every C atom to four Si atoms; the polytypes differ in how the layers are stacked. Take two ideal crystals, cubic 3C (zincblende) and hexagonal 2H (wurtzite), with the same bond length \(d\) and with perfect tetrahedral angles. Call a neighbour *like* if it is the same element as the central atom and *unlike* if it is the other one. A shell is the set of all neighbours of one kind at one distance, measured between mean atomic sites.

1. Estimate the distance at which the two crystals first differ.
2. List all shells of both crystals out to the cubic lattice constant \(a\) of 3C, and find the first difference.
3. Explain that difference in terms of bonds, and say how often the same feature occurs in 4H and 6H.
4. Give the distances in nanometres for a model crystal whose lattice constant is set to \(a=0.436\) nm, and judge whether the result survives in a real crystal.

## The layers

Both the estimate and the solution need the layer geometry. Let \(\mathbf e_1,\dots,\mathbf e_4\) be unit vectors along the four bonds of an atom. In a regular tetrahedron they sum to zero. The scalar product of this sum with \(\mathbf e_1\) gives \(1+3\cos\theta=0\), so the bond angle has \(\cos\theta=-1/3\).

Place a Si atom at height \(z=0\) with one bond pointing straight up. Its C neighbours are then one atom at \(z=d\) and three at \(z=-d/3\). The lateral distance of the lower three is

\[
s=d\sqrt{1-\tfrac19}=\frac{\sqrt8}{3}\,d .
\]

They lie at 120° to one another, so their mutual distance, which is the period of the triangular lattice in each layer, is

\[
a_h=\sqrt3\,s=\sqrt{\tfrac83}\,d .
\]

A layer of Si and the C layer joined to it by vertical bonds form a *double layer* of height \(d\). Each of its upper C atoms has three further bonds, which rise by \(d/3\) to the next Si layer. Successive double layers are therefore spaced by

\[
h=d+\frac d3=\frac{4d}{3}.
\]

The lateral position of a double layer is one of three, named A, B and C. The bonds between adjacent double layers are slanted, with the lateral offset \(s\), so adjacent letters must differ. The sequence is ABCABC… in 3C and ABAB… in 2H.

## First estimate by scaling

Two adjacent double layers have different letters in both crystals, so a pair of them looks the same in either. A difference needs a double layer and its second neighbour: their letters differ in 3C and agree in 2H. The natural length for this is twice the layer spacing,

\[
r_{\rm est}\sim 2h=\frac{8d}{3}\approx 2.7\,d .
\]

The estimate treats each double layer as a thin sheet. It cannot say whether the differing neighbour is like or unlike.

## Exact solution

**Lateral distances.** Let \(\mathbf a_1,\mathbf a_2\) be in-plane lattice vectors of length \(a_h\) at 60°, so that \(\mathbf a_1\cdot\mathbf a_2=a_h^2/2\). For two layers with the same letter, the lateral distance \(\rho\) obeys

\[
\rho^2=a_h^2\,(i^2+ij+j^2),\qquad i,j\ \text{integers}.
\]

For different letters the lattice is shifted by \((\mathbf a_1+\mathbf a_2)/3\), or by the opposite vector, which gives the same distances:

\[
\begin{aligned}
\rho^2&=a_h^2\left[(i+\tfrac13)^2+(i+\tfrac13)(j+\tfrac13)+(j+\tfrac13)^2\right]\\
&=a_h^2\left[i^2+ij+j^2+i+j+\tfrac13\right].
\end{aligned}
\]

Since \(x^2+xy+y^2=\tfrac34x^2+(\tfrac12x+y)^2\ge\tfrac34x^2\), and likewise for \(y\), the small values come from \(i,j\in\{-1,0,1\}\). Going through these nine pairs and inserting \(a_h^2=8d^2/3\) gives:

- same letter: \(\rho^2/d^2=0\) (1 atom), \(24/9\) (6 atoms), then \(72/9\) or more;
- different letter: \(\rho^2/d^2=8/9\) (3 atoms), \(32/9\) (3 atoms), then \(56/9\) or more.

**Heights in range.** In zincblende a C atom lies a quarter of the way along the cube diagonal from a Si atom. Hence \(d=\sqrt3\,a/4\), and the required range is \(r^2\le a^2=16d^2/3=48d^2/9\), or \(r\le2.309\,d\).

Seen from the Si atom, Si layers lie at \(z=4md/3\) and C layers at \(z=(4m/3+1)d\), with integer \(m\). Within range are Si layers at \(0,\pm4d/3\) and C layers at \(d,-d/3,-5d/3\). The next candidates, Si at \(\pm8d/3\) and C at \(7d/3\), are already too far away.

**Layers common to both crystals.** Adding \(r^2=z^2+\rho^2\), in units of \(d^2\):

- Si at \(z=0\), same letter: \(24/9\) with 6 atoms.
- Si at \(z=\pm4d/3\), different letter: \(16/9+8/9=24/9\) with \(2\times3\) atoms, and \(16/9+32/9=48/9\) with \(2\times3\) atoms.
- C at \(z=d\), same letter: \(1\) with 1 atom, and \(1+24/9=33/9\) with 6 atoms.
- C at \(z=-d/3\), different letter: \(1/9+8/9=1\) with 3 atoms, and \(1/9+32/9=33/9\) with 3 atoms.

**The layer that differs.** The C atoms at \(z=-5d/3\) belong to the second double layer below. In 3C its letter is different, so the nearest of them have

\[
\frac{r^2}{d^2}=\frac{25}{9}+\frac89=\frac{33}{9}\qquad(3\text{ atoms}).
\]

In 2H its letter is the same, and one C atom lies directly below the Si atom:

\[
\frac{r^2}{d^2}=\frac{25}{9}+0=\frac{25}{9}\qquad(1\text{ atom}).
\]

The next ring in 2H has \(25/9+24/9=49/9\), just outside the range. The full lists are:

| \(r^2/d^2\) | \(r/d\) | Kind | 3C | 2H |
|---|---|---|---|---|
| 9/9 | 1.0000 | unlike | 4 | 4 |
| 24/9 | 1.6330 | like | 12 | 12 |
| 25/9 | 1.6667 | unlike | 0 | 1 |
| 33/9 | 1.9149 | unlike | 12 | 9 |
| 48/9 | 2.3094 | like | 6 | 6 |

The first difference is one unlike neighbour in 2H at

\[
r=\frac{5d}{3}.
\]

For a central C atom, exchange the elements and reverse the vertical axis. The heights and the letter relations are then the same, and so is the list.

The extra neighbour does not mean that 2H has more unlike atoms in the whole range. Out to \(r=a\), 3C has 16 of them and 2H has 14, because the layer at \(z=-5d/3\) supplies three atoms in 3C and only one in 2H. The six atoms of 2H at \(49/9\), just outside the range, reverse this order.

## Comparison of estimate and solution

The estimate \(8d/3\) is 1.6 times the exact distance \(5d/3\). It was right about which layers matter, but it ignored their thickness. The double layers repeat every \(4d/3\), yet each is \(d\) high, so the top of the second one below comes closer by \(d\):

\[
2h-d=\frac{8d}{3}-d=\frac{5d}{3}.
\]

The top of that double layer is carbon, which is why the neighbour of a Si atom is unlike.

For like neighbours there is no such correction, and the estimate becomes exact. The Si layers at \(0\) and \(\pm4d/3\) contribute equally in both crystals. Those at \(\pm8d/3\) are the first that can differ, and in 2H they hold two Si atoms straight above and below, at \(r=8d/3\). In 3C the nearest atoms of these layers have \(r^2/d^2=64/9+8/9=72/9\).

## The bond picture

Consider a chain of three bonds whose end bonds are twisted against each other by the torsion angle \(\varphi\) about the middle bond. Each end bond extends the chain by \(d/3\) along the middle bond, so the ends are \(d+2d/3=5d/3\) apart in that direction. Each end lies at radius \(s\) from the axis, so their squared lateral distance is \(2s^2(1-\cos\varphi)\). With \(s^2=8d^2/9\),

\[
\frac{r^2}{d^2}=\frac{25}{9}+\frac{16}{9}(1-\cos\varphi).
\]

The smallest value, \(25/9\), belongs to \(\varphi=0\), where the end bonds are eclipsed. A staggered bond has \(\varphi=60^\circ\) or \(180^\circ\), which gives \(33/9\) or \(57/9\).

In 2H the double layers above and below a vertical bond have the same letter, so this bond is eclipsed. From the central Si atom, three chains run through its three lower C atoms, down a vertical bond each, and meet at the same C atom at \(5d/3\). In 3C the letters differ and the vertical bond is staggered. The four bond directions of the cubic crystal are equivalent, so none of its bonds is eclipsed.

In any stacking, a Si atom has this neighbour when the second double layer below has its own letter; for a C atom the second one above counts. The mean number per atom is therefore the fraction of double layers whose two adjacent double layers share a letter. For 4H, with sequence ABCB, the letters two places apart are A–C, B–B, C–A and B–B, which gives \(1/2\). For 6H, with ABCACB, two of the six pairs agree, which gives \(1/3\). The values for 3C and 2H are 0 and 1.

## Numbers for silicon carbide

With \(a=0.436\) nm, and the same bond length assumed for 2H,

\[
d=\frac{\sqrt3}{4}\times0.436\ \text{nm}=0.1888\ \text{nm}.
\]

The second shell lies at \(1.6330\,d=0.3083\) nm and the extra neighbour at \(5d/3=0.3147\) nm. The gap between them is 0.0064 nm. The scaling estimate would have been \(8d/3=0.503\) nm.

**Static distortion.** A real hexagonal crystal need not have the ideal axial ratio \(c/a_h=(8d/3)/a_h=\sqrt{8/3}\), nor the ideal fraction \(u=d/c=3/8\) of the period \(c\) spanned by the vertical bond. As an illustration, raise \(c/a_h\) by 0.5 % at fixed cell volume and set \(u=0.376\). Then \(a_h=0.3078\) nm and \(c=0.5051\) nm. The extra neighbour moves to \(c(1-u)=0.3152\) nm, and the second shell splits into distances of 0.3078 and 0.3088 nm. The order is kept. The gap to the farther part of the second shell comes out at 0.0064 nm again, but only because the two changes happen to cancel. The like distances do not depend on \(u\), while \(c(1-u)\) falls by about 0.0005 nm for each 0.001 added to \(u\). At this axial ratio the gap is 0.0069 nm for \(u=0.375\) and 0.0054 nm for \(u=0.378\).

A distortion of the opposite sign could change the order. At fixed \(u=3/8\), the extra neighbour is at \(5c/8\) and the six in-plane like neighbours are at \(a_h\). The extra one becomes nearer than these six when \(c/a_h<8/5\), about 2 % below the ideal ratio. Just below that ratio the other six like neighbours, at \(\sqrt{a_h^2/3+c^2/4}\), are still closer than the extra one.

**Temperature.** With a rough expansion coefficient of \(4\times10^{-6}\ \text{K}^{-1}\), taken as isotropic, heating from 300 K to 450 K lengthens \(5d/3\) by 0.0002 nm. All distances grow in proportion, so the order is unaffected.

Vibration matters more. A harmonic oscillator of mass \(m\) and angular frequency \(\omega\) has the mean square displacement \((\hbar/2m\omega)\coth(\hbar\omega/2k_BT)\). In a crystal of \(N\) atoms, taken to have equal masses \(m\), each of the \(3N\) modes contributes on average \(1/(3N)\) of this value to the mean square displacement of an atom along one direction. The sum over modes is therefore an average, and with the Debye distribution \(3\omega^2/\omega_D^3\) it gives

\[
\langle x^2\rangle=\frac{3\hbar}{2m\omega_D^3}\int_0^{\omega_D}\omega\coth\!\left(\frac{\hbar\omega}{2k_BT}\right)d\omega .
\]

Take a rough Debye temperature \(\hbar\omega_D/k_B=1200\) K and a mean atomic mass \(m=20\) u. Numerical integration at 450 K gives a root-mean-square displacement of 0.0052 nm. If the two atoms of a pair move independently, their variances add, and the distance spreads by \(\sqrt2\) times as much, about 0.007 nm.

In this estimate the spread is as large as the gap of 0.0064 nm. A histogram of all instantaneous distances would therefore not show the extra neighbour as a separate peak beside the twelve like ones. Among Si–C distances alone, the next shell is at 0.3615 nm, which is 0.047 nm farther out, and there the extra neighbour stays distinct. The shell list itself refers to mean sites, and vibration about those sites does not alter it.

All numerical values are calculated from the stated model.
